\section*{Long-time diffusivity on a random-trap lattice from the mean residence time, part 1}

(Sections cited here and not found follow in the second part.)

\section{Periodic cells: from two residence times to any arrangement}

\subsection{A chain with two kinds of site}

A walker hops along a chain of spacing $a$. Even sites are of kind $A$ and odd sites of kind $B$. The walker stays on a site for an exponentially distributed time, of mean $\tau_A$ or $\tau_B$, and then goes left or right with probability $1/2$ each. Every hop changes the kind of site, so two successive hops take the average time $\tau_A+\tau_B$, whatever their directions. Over many hops the average time per hop is therefore $(\tau_A+\tau_B)/2$. This suggests that the arithmetic mean of the residence times controls the diffusion.

To see this in full, let $P_A$ and $P_B=1-P_A$ be the total probabilities of being on the two kinds of site. Each kind loses probability at its own exit rate and gains what the other loses:
\begin{equation}
\frac{dP_A}{dt}=-\frac{P_A}{\tau_A}+\frac{1-P_A}{\tau_B}
=\frac1{\tau_B}-\kappa P_A,\qquad
\kappa=\frac1{\tau_A}+\frac1{\tau_B}=\frac{\tau_A+\tau_B}{\tau_A\tau_B}.
\end{equation}
The stationary value is $\pi_A=1/(\kappa\tau_B)=\tau_A/(\tau_A+\tau_B)$, and any deviation from it decays as $e^{-\kappa t}$.

Let $X$ be the displacement from the starting point. A hop changes $X^2$ by $(X\pm a)^2-X^2=\pm2aX+a^2$. The two signs are equally likely, so the average change is $a^2$. Multiplying by the hop rate gives
\begin{equation}
\frac{d\langle X^2\rangle}{dt}=a^2\left(\frac{P_A}{\tau_A}+\frac{P_B}{\tau_B}\right).
\label{eq:twoslope}
\end{equation}
At stationarity each term in the bracket equals $1/(\tau_A+\tau_B)$. For a start with equal probability on the two kinds, the initial deviation is
\begin{equation}
\frac12-\pi_A=\frac{\tau_B-\tau_A}{2(\tau_A+\tau_B)}.
\end{equation}
The deviation of $P_B$ is the opposite, so the bracket changes by this amount times $1/\tau_A-1/\tau_B=(\tau_B-\tau_A)/(\tau_A\tau_B)$. Hence
\begin{equation}
\frac{d\langle X^2\rangle}{dt}=\frac{2a^2}{\tau_A+\tau_B}
+\frac{a^2(\tau_B-\tau_A)^2}{2\tau_A\tau_B(\tau_A+\tau_B)}\,e^{-\kappa t}.
\end{equation}
Integration from zero divides the second coefficient by $\kappa$:
\begin{equation}
\langle X^2\rangle=\frac{2a^2t}{\tau_A+\tau_B}
+\frac{a^2(\tau_B-\tau_A)^2}{2(\tau_A+\tau_B)^2}\left(1-e^{-\kappa t}\right).
\label{eq:twomsd}
\end{equation}
The last term never exceeds $a^2/2$. In one dimension $D=\lim\langle X^2\rangle/(2t)$, so
\begin{equation}
D=\frac{a^2}{\tau_A+\tau_B}=\frac{a^2}{2\langle\tau\rangle},
\qquad \langle\tau\rangle=\frac{\tau_A+\tau_B}{2}.
\end{equation}

Three limits fix the meaning. For $\tau_A=\tau_B=\tau$ the ordinary result $a^2/(2\tau)$ returns. For $\tau_B\to\infty$ at fixed $\tau_A$, $D$ goes to zero, because the walker cannot avoid the slow sites. At $t=0$ the slope for the uniform start is
\begin{equation}
a^2\,\frac{4\tau_A\tau_B+(\tau_B-\tau_A)^2}{2\tau_A\tau_B(\tau_A+\tau_B)}
=\frac{a^2}{2}\left(\frac1{\tau_A}+\frac1{\tau_B}\right),
\end{equation}
since the numerator is $(\tau_A+\tau_B)^2$. The mean rate thus governs short times and the mean residence time governs long times.

\subsection{Any arrangement on a cubic lattice}

Now take a cubic Bravais lattice in $d$ dimensions: the chain, the square lattice, or the simple, body-centred or face-centred cubic lattice. Each site has $z$ nearest neighbours at displacements $\boldsymbol\delta$ of length $a$. Site $i$ has a fixed mean residence time $\tau_i$, with $0<\tau_i<\infty$. The waiting time is exponential, and each neighbour is chosen with probability $1/z$. There is one walker, or there are so few that they do not interact. The values $\tau_i$ may be arranged in any way within a cell of $M$ sites, which is repeated periodically.

If $P_i$ is the probability of being on site $i$ of the infinite lattice,
\begin{equation}
\frac{dP_i}{dt}=-\frac{P_i}{\tau_i}+\frac1z\sum_{\boldsymbol\delta}\frac{P_{i-\boldsymbol\delta}}{\tau_{i-\boldsymbol\delta}} .
\label{eq:master}
\end{equation}
The index $i-\boldsymbol\delta$ denotes the site from which a hop by $\boldsymbol\delta$ reaches $i$. The rate in this hop belongs to the site that is left, not to the site that is entered.

Let $\mathbf R$ be the displacement from the start. A hop $\boldsymbol\delta$ from site $i$ occurs at rate $1/(z\tau_i)$ and changes $R^2$ by $2\mathbf R_i\cdot\boldsymbol\delta+a^2$. Therefore
\begin{align}
\frac{d\langle R^2\rangle}{dt}
&=\sum_i\frac{P_i}{\tau_i}\,\frac1z\sum_{\boldsymbol\delta}
\left(2\mathbf R_i\cdot\boldsymbol\delta+a^2\right)\nonumber\\
&=\sum_i\frac{P_i}{\tau_i}\left(\frac2z\,\mathbf R_i\cdot\sum_{\boldsymbol\delta}\boldsymbol\delta+a^2\right)
=a^2\sum_i\frac{P_i}{\tau_i}.
\label{eq:slope}
\end{align}
The sum of the $\boldsymbol\delta$ vanishes because $-\boldsymbol\delta$ is a neighbour displacement whenever $\boldsymbol\delta$ is one. The infinite sums converge: no waiting time is stochastically shorter than an exponential one with the smallest mean $\tau_{\min}$, so the number of hops is bounded by a Poisson variable, whose moments are all finite.

The last sum in \eqref{eq:slope} is the average number of hops per unit time. With $N(t)$ the number of hops up to time $t$,
\begin{equation}
\langle R^2\rangle=a^2\langle N(t)\rangle .
\label{eq:count}
\end{equation}
This holds at every time, for every starting site and every arrangement. The problem of distance has become a problem of counting. It does not require $N$ and the directions of the hops to be independent, and in general they are not: a path that turns back to a trap makes fewer hops in a given time.

\subsection{Relaxation within the cell}

The hop rate depends only on which site of the cell is occupied. From here to the end of this subsection let $P_i$ be the probability summed over all periodic copies of site $i$, with $i=1,\dots,M$, and define $u_i=P_i/\tau_i$. Equation \eqref{eq:master} becomes
\begin{equation}
\tau_i\frac{du_i}{dt}=\frac1z\sum_{\boldsymbol\delta}\left(u_{i+\boldsymbol\delta}-u_i\right),
\label{eq:u}
\end{equation}
where the set of $-\boldsymbol\delta$ has been renamed as the set of $\boldsymbol\delta$. This is the equation of a network of capacitors $\tau_i$ at potentials $u_i$, joined by equal conductances $1/z$. Traps change the capacities and leave the conductances alone.

A constant $u$ is stationary. To show that every start approaches it, put $y_i=\sqrt{\tau_i}\,u_i$. Then
\begin{equation}
\frac{dy_i}{dt}=\frac1z\sum_{\boldsymbol\delta}
\left(\frac{y_{i+\boldsymbol\delta}}{\sqrt{\tau_i\tau_{i+\boldsymbol\delta}}}-\frac{y_i}{\tau_i}\right).
\end{equation}
The matrix on the right is real and symmetric, so it has real eigenvalues and a complete set of eigenvectors. Its quadratic form is
\begin{equation}
\sum_i y_i\frac{dy_i}{dt}
=\frac1z\sum_{i,\boldsymbol\delta}u_i(u_{i+\boldsymbol\delta}-u_i)
=-\frac1{2z}\sum_{i,\boldsymbol\delta}(u_{i+\boldsymbol\delta}-u_i)^2 .
\end{equation}
For the last step, each pair is counted from both ends, and the average of $u_i(u_j-u_i)$ and $u_j(u_i-u_j)$ is $-(u_i-u_j)^2/2$. The form is never positive. It vanishes only if neighbouring $u$ are equal, hence only for constant $u$, because hops connect the whole cell. One eigenvalue is therefore zero and the others are $-\kappa_\alpha<0$.

Normalization $\sum_i\tau_iu_i=1$ fixes the constant:
\begin{equation}
u_i\to\frac1{\sum_j\tau_j}=\frac1{M\langle\tau\rangle},\qquad
P_i\to\pi_i=\frac{\tau_i}{M\langle\tau\rangle},\qquad
\langle\tau\rangle=\frac1M\sum_{j=1}^M\tau_j .
\end{equation}
Since $\sum_iP_i/\tau_i=\sum_iu_i$, equation \eqref{eq:slope} gives
\begin{equation}
\frac{d\langle R^2\rangle}{dt}=\frac{a^2}{\langle\tau\rangle}
+a^2\sum_\alpha c_\alpha e^{-\kappa_\alpha t},
\end{equation}
with constants $c_\alpha$ set by the start. Integration adds to the linear term only the bounded quantity $a^2\sum_\alpha(c_\alpha/\kappa_\alpha)(1-e^{-\kappa_\alpha t})$. Hence
\begin{equation}
D=\lim_{t\to\infty}\frac{\langle R^2\rangle}{2dt}=\frac{a^2}{2d\langle\tau\rangle}.
\label{eq:law}
\end{equation}
This proves the inverse proportionality for every periodic arrangement at fixed $a$ and $d$.

The average in \eqref{eq:law} runs over sites with equal weight. At equilibrium the walkers favour slow sites, and the mean of $\tau_i$ over walkers is $\sum_i\pi_i\tau_i=\langle\tau^2\rangle/\langle\tau\rangle$, which is larger unless all $\tau_i$ are equal. The mean exit rate over walkers, in contrast, is $\sum_i\pi_i/\tau_i=1/\langle\tau\rangle$, the very quantity needed.

A chain with $a=1$ and the repeated residence times $1,4,1,0.5,10$ shows both regimes. Here $\langle\tau\rangle=16.5/5=3.3$ and $1/\langle\tau\rangle=0.30303$, while $\langle1/\tau\rangle=0.87$. Direct integration of the master equation from an equilibrium start gives $\langle X^2\rangle/t=0.30303$ at $t=0.001$, $3$, $400$ and $600$. From a uniform start the ratio falls from $0.86967$ through $0.50470$ and $0.30541$ to $0.30462$ at the same times. The slope between $t=400$ and $600$ is $0.303030$. The remaining excess in the ratio is a constant offset of about $0.95$ in $\langle X^2\rangle$, divided by $t$.

\subsection{Isotropy, and the same result from a steady flux}

Along one cubic axis the square length of a hop averages to $a^2/d$, because the axes are equivalent. Repeating \eqref{eq:slope} with $X^2$ gives $\langle X^2\rangle\to a^2t/(d\langle\tau\rangle)=2Dt$. For two different axes the product $\delta_x\delta_y$ averages to zero over the hops, by reflection symmetry, and the same steps give $\langle XY\rangle=0$. Even an irregular arrangement of traps thus leaves the long-time diffusivity isotropic. An fcc cell of 108 sites, each with its own random residence time, tests this. In units of half the lattice constant $a^2=2$, and $\langle\tau\rangle=1.49780$, so \eqref{eq:law} gives $2/(6\times1.49780)=0.222549$. The decay rate $Dq^2$ of $\langle e^{iqX}\rangle$ at small $q$, found by diagonalization, gives $0.222549$ along each of the three axes.

Equation \eqref{eq:u} also yields Fick's law. Let $u=u_0-gx$ over a region where $u>0$. Since $\sum_{\boldsymbol\delta}\delta_x=0$, the right side of \eqref{eq:u} vanishes and this profile is steady for any traps. The net flow along a bond is $(u_i-u_{i+\boldsymbol\delta})/z=g\delta_x/z$. With volume $v$ per site, and a factor $1/2$ because each bond belongs to two sites, the flux density is
\begin{equation}
J=\frac1{2v}\sum_{\boldsymbol\delta}\frac{g\,\delta_x^2}{z}=\frac{ga^2}{2dv}.
\end{equation}
The occupation $\tau_iu_i$ is irregular from site to site, but between equivalent cells a distance $L$ apart its cell average falls by $\langle\tau\rangle gL$. The concentration gradient is therefore $-\langle\tau\rangle g/v$, and $J$ divided by its magnitude is again $a^2/(2d\langle\tau\rangle)$. Traps store walkers without altering the flux that a given gradient of $u$ drives.

\subsection{Unequal exits break the law}

Take a chain whose bonds alternate between hop rates $w_1$ and $w_2$, the same in both directions across a bond. Every site has one bond of each kind, so every residence time is $\tau=1/(w_1+w_2)$. The exits are unequal, and in \eqref{eq:slope} the term linear in $X$ no longer vanishes.

The linear term can be removed by giving the bonds new lengths $h_b=c/w_b$, with $h_1+h_2=2a$ so that the period is unchanged. This requires $c=a/\langle1/w\rangle$, where $\langle1/w\rangle=(1/w_1+1/w_2)/2$. In the new coordinate $Y$ the mean velocity on each site is $\pm(w_1h_1-w_2h_2)=\pm(c-c)=0$, so
\begin{equation}
\frac{d\langle Y^2\rangle}{dt}=w_1h_1^2+w_2h_2^2
=c^2\left(\frac1{w_1}+\frac1{w_2}\right)=\frac{2a^2}{\langle1/w\rangle}.
\end{equation}
The difference $|X-Y|$ has a fixed bound $C$, so $|\langle X^2\rangle-\langle Y^2\rangle|\le2C\langle Y^2\rangle^{1/2}+C^2$, which is negligible against $t$. Thus $D=a^2/\langle1/w\rangle$. For $a=1$, $w_1=1$ and $w_2=0.1$ this is $1/5.5=0.1818$, and diagonalization gives the same. The residence time alone would suggest $a^2/(2\tau)=0.55$. The walker spends most of its hops going back and forth across the fast bond. Equal residence times therefore do not determine $D$ unless the exits are symmetric.

\section{Infinite random lattices and a vacancy in nickel}

\subsection{What is carried over}

The walker makes hops of length $a$ on a cubic lattice of dimension $d$ and coordination $z$. It waits on site $i$ for an exponential time of mean $\tau_i$ and leaves to each neighbour with probability $1/z$. The number of hops up to time $t$ is $N(t)$. For any fixed arrangement $\langle R^2\rangle=a^2\langle N\rangle$, and for a periodic cell $D=a^2/(2d\langle\tau\rangle)$, with the average taken over sites.

In an infinite random lattice there is no finite cell within which the walker can equilibrate. Let the $\tau_i$ now be drawn independently from one distribution, with mean $m=\langle\tau\rangle$, finite variance $s^2$ and a smallest value $\tau_{\min}>0$. It remains to show that the average hop rate still tends to $1/m$.

\subsection{The time taken by $n$ hops}

The choice of neighbour does not depend on the waiting times. The sequence of visited sites $S_0,S_1,\dots$ is therefore a simple random walk, independent of the traps. The time taken by $n$ hops is
\begin{equation}
T_n=\sum_{k=0}^{n-1}\tau(S_k)\,\varepsilon_k ,
\end{equation}
where the $\varepsilon_k$ are independent exponential variables with $\langle\varepsilon\rangle=1$ and $\langle\varepsilon^2\rangle=2$. Averages are now taken over hops, waiting times and traps. Each term has mean $m$, so $\langle T_n\rangle=nm$.

The terms are correlated, because the walker may return to a site and meet the same $\tau$ again. Let $p_l$ be the probability that the walk is back at a given site $l$ hops after leaving it. For $j\ne k$ and $l=|j-k|$, the two sites coincide with probability $p_l$, and the product of their residence times then averages to $m^2+s^2$. Otherwise it averages to $m^2$. Hence
\begin{equation}
\langle\tau(S_j)\tau(S_k)\rangle=p_l(m^2+s^2)+(1-p_l)m^2=m^2+s^2p_l .
\end{equation}
The $n$ diagonal terms of $T_n^2$ each average to $2(m^2+s^2)$. Among the $n(n-1)$ others, the separation $l$ occurs $2(n-l)$ times. Subtracting $n^2m^2$ gives
\begin{align}
\mathrm{Var}\,T_n
&=2n(m^2+s^2)+n(n-1)m^2+2s^2\sum_{l=1}^{n-1}(n-l)p_l-n^2m^2\nonumber\\
&=n(m^2+2s^2)+2s^2\sum_{l=1}^{n-1}(n-l)p_l .
\label{eq:var}
\end{align}
The first part would also arise if every hop met a fresh site. The second part is the effect of returns.

For symmetric exits, $D=a^2/(2d\langle\tau\rangle)$ is now proved for every periodic arrangement, and for an infinite random lattice the mean and variance of the time taken by $n$ hops are known. It remains to show that returns are rare enough for the average hop rate to tend to $1/m$, and to apply the results to a vacancy in nickel.

All numerical values are calculated from the stated model.
